Born Charges, Dynamical Quadrupoles and Octupoles from the Long-Wave Charge Response

**1. What goes wrong at long wavelength**

Displace one sublattice of an insulator by a wave of wave vector q and ask how much charge appears in a unit cell. At q = 0 the answer is zero, because a uniform shift leaves every cell neutral. At small q the charge is small but not zero, and it drives the long-range electric forces between ions. The cell charge at q = 0 therefore carries no information about these forces, and a direct calculation at small q gives a small number that still has to be interpreted.

A Taylor expansion seems the natural remedy, but with the full Coulomb interaction it fails: in an anisotropic crystal the term of first order in q is not a linear function of the components of q, and in a cubic crystal the same trouble appears at higher order (Section 8). The cause is the macroscopic electric field. Once that field is removed from the response, the expansion exists and its coefficients are moments of the charge density induced by moving a single atom.

**2. Setting and conventions**

Atomic units are used in the algebra; numbers are in e, Å and eV. The electron has charge −1, and ρ is the total charge density, ions plus electrons. The crystal is neutral, nonmagnetic and has a gap. The ions do not relax in response to the wave. They need not sit at equilibrium, since only the first derivative of the density is used.

R_l is a lattice vector, τ the position of atom κ in its cell, Ω the cell volume. Greek indices are Cartesian, and repeated ones are summed, except κ. Sublattice κ is displaced along β by

u_l = λ exp[iq·(R_l + τ)].

A complex wave is allowed because the response is linear. The first-order density has the Bloch form

ρ₁(r) = λ exp(iq·r) ρ^q(r),

with ρ^q periodic. The object of interest is the charge per cell and per unit displacement,

N(q) = ∫_cell ρ^q(r) d³r.

The cell average is N/Ω. The labels κ and β are left off N and ρ^q.

**3. Removing the macroscopic field**

The Coulomb kernel couples density components of wave vector q + G through v(q+G) = 4π/|q+G|², where G is a reciprocal-lattice vector. As q → 0 the term G = 0 diverges; it carries the macroscopic field. Near q = 0 we omit this term and keep all the others. N(q) below is the response so defined, and Section 8 puts the term back.

To define the response to one displaced atom, the kernel is needed at every q, not just near zero. Dropping the G = 0 term throughout the Brillouin zone would make the kernel jump at the zone boundary. A smooth choice is

v_w(K) = (4π/K²) [1 − exp(−K⁴ℓ⁴)].

With ℓ large enough, it equals the full kernel at nonzero G up to a negligible remainder, and near K = 0 it vanishes as K². Section 9 shows that this small residue does not affect the terms kept here.

**4. From the wave to a single atom**

Let f(r) = ∂ρ(r)/∂u_β be the density change per unit displacement of atom κ in the cell R = 0, all other ions fixed. By translation symmetry, the atom in cell l produces f(r − R_l). Superposition gives

exp(iq·r) ρ^q(r) = Σ_l f(r − R_l) exp[iq·(R_l + τ)].

Multiply by exp(−iq·r) and integrate over one cell:

N(q) = Σ_l ∫_cell f(r − R_l) exp[−iq·(r − R_l − τ)] d³r.

In term l put r′ = r − R_l. The shifted cells fill space once, so

N(q) = ∫ f(r) exp[−iq·(r − τ)] d³r, over all space.

The charge in one cell of the wave is thus the Fourier transform of the response to one atom, centred on that atom.

**5. Why the exponential may be expanded**

Moments of f exist if f decays fast enough. To see that it does, invert the superposition. Multiplying ρ^q by exp[iq·(r − τ)] gives Σ_l f(r − R_l) exp(iq·R_l), and averaging over the Brillouin zone keeps R_l = 0:

f(r) = [Ω/(2π)³] ∫_BZ exp[iq·(r − τ)] ρ^q(r) d³q.

The integrand is periodic in q. It is also analytic near real q. The independent-electron response joins occupied states at k to empty states at k + q, with energy denominators no smaller than the gap, and the occupied and empty subspaces vary analytically because the gap separates them. The kernel v_w is analytic, and so is the self-consistent response, provided the ground state is stable, so that the matrix to be inverted is not singular.

We may therefore replace q by q + is with a small real vector s; the contributions from opposite zone faces cancel by periodicity. The integrand acquires the factor exp[−s·(r − τ)]. Choosing s along r − τ shows that f decays exponentially.

The argument uses both conditions. Without a gap the denominators can vanish. With the full kernel in three dimensions, the integrand is in general not analytic at q = 0, and f then has a slowly decaying tail. A crystal that varies along one axis only is an exception: displacing a charged sheet changes the field only between its old and new positions, and f stays localized even with the full kernel.

**6. The expansion**

Write x = r − τ. The exponential series is

exp(−iq·x) = 1 − i q·x − ½ (q·x)² + (i/6)(q·x)³ + …

The last sign follows from (−i)³ = i. Define the moments

Q⁽⁰⁾ = ∫ f d³r
Q⁽¹⁾_γ,β = ∫ f x_γ d³r
Q⁽²⁾_γδ,β = ∫ f x_γ x_δ d³r
Q⁽³⁾_γδε,β = ∫ f x_γ x_δ x_ε d³r.

The zeroth moment is N(0), the charge per cell under a uniform shift of the sublattice. In an insulator the filled bands hold a fixed number of electrons per cell, so Q⁽⁰⁾ = 0. Then

N(q) = −i q_γ Q⁽¹⁾_γ,β − ½ q_γ q_δ Q⁽²⁾_γδ,β + (i/6) q_γ q_δ q_ε Q⁽³⁾_γδε,β + O(q⁴).

This is the central result. Q⁽²⁾ is the dynamical quadrupole and Q⁽³⁾ the dynamical octupole, here as full Cartesian moments with no trace subtracted. Since f is real, odd orders are imaginary and even orders real: odd moments give charge a quarter period out of phase with the displacement.

**7. The first moment is the Born charge**

The Born charge is defined through polarization: Z_γβ = Ω ∂P_γ/∂u_β for a uniform displacement of the sublattice in zero macroscopic field. To connect it with Q⁽¹⁾, switch the wave on slowly. Integrating the continuity equation over time gives ρ₁ = −∇·P₁, where P₁ is the time-integrated current density. With P₁ = λ exp(iq·r) P^q(r),

ρ^q = −∇·P^q − iq·P^q.

The first term integrates to zero over a cell because P^q is periodic. Hence

N(q) = −i q_γ ∫_cell P^q_γ d³r.

As q → 0 the displacement becomes uniform and the field is absent, so the integral tends to Z_γβ. Comparing first-order terms for every direction of q gives

Q⁽¹⁾_γ,β = Z_γβ.

A sum rule follows. If all sublattices move together with velocity V, the whole density moves rigidly and the current density is ρV. Its cell integral is V times the cell charge, which is zero. Therefore Σ_κ Z_γβ = 0.

The charge does not contain everything in the current. Let p(r) be a localized polarization response to one atom, with f = −∂_γ p_γ. Integrating by parts,

Q⁽²⁾_γδ,β = ∫ (p_γ x_δ + p_δ x_γ) d³r.

Only the part symmetric in γ and δ appears; the antisymmetric part of ∫ p_γ x_δ cannot be recovered from the charge.

**8. Putting the field back**

Let N_full be the response with the complete kernel. The macroscopic charge N_full/Ω gives electrons the extra potential energy −v(q) N_full/Ω; the minus sign is the electron charge. Let χ(q) be the G = G′ = 0 element of the electron-number response to a potential energy, computed with the macroscopic term omitted. The extra electron density is χ times the potential energy, and its charge has the opposite sign. Hence

N_full = N + v(q) χ(q) N_full,

N_full = N/ε_L(q), with ε_L(q) = 1 − v(q) χ(q).

Here χ is negative and proportional to q² at small q, so vχ stays finite and ε_L tends to the electronic dielectric constant ε(q̂) along the direction q̂. The leading term becomes

N_full ≈ −i q_γ Z_γβ / ε(q̂).

In an anisotropic crystal ε(q̂) depends on direction, so this is not a linear function of the components of q. This is the failure described in Section 1. In a cubic crystal ε is the same in all directions and the first-order term stays linear, but the fourth-order part of χ can contain q_x⁴ + q_y⁴ + q_z⁴; divided by q², this is not a polynomial, so for nonzero Z the expansion of N_full fails at third order.

**9. What depends on convention**

*How the field is removed.* Suppose a part v_w of the macroscopic term is retained. The argument of Section 8 gives N_w = N/(1 − v_w χ). For the kernel of Section 3, v_w and χ are each proportional to q², so the relative change is of order q⁴. Since N starts at order q, the first affected term is of order q⁵.

A Gaussian removal, v_w = v(q)[1 − exp(−q²L²)], behaves differently. Take one axis for simplicity. At small q, v_w ≈ v q²L², and vχ ≈ −(ε − 1), so

N_w ≈ N [1 − (ε − 1)L²q²].

Acting on −iqZ, the correction gives +i(ε − 1)L²Z q³. Equating this to (i/6)q³ ΔQ⁽³⁾,

ΔQ⁽³⁾ = 6(ε − 1)L²Z.

The Born charge and quadrupole are unchanged, but when Z is not zero the octupole has a definite value only once the treatment of the field is stated.

*Where the phase is taken.* If the wave is written exp(iq·R_l), without τ, then N is multiplied by exp(−iq·τ). Along one axis,

(1 − iqτ)(−iqZ − ½q²Q⁽²⁾) = −iqZ − ½q²(Q⁽²⁾ + 2τZ) + O(q³).

The quadrupole becomes Q⁽²⁾ + 2τZ, which is the second moment about the cell origin instead of the atom.

**10. A crystal along one axis**

The model has a cell of length 4 Å. The electrons move along the axis only; their motion across it is frozen, since free transverse motion would close the gap. All charges are treated as uniform sheets over a cross-section of 4 Å², which sets the strength of the Coulomb interaction. Two Gaussian ions of width 0.3 Å and charges 2.5 e (A) and −0.5 e (B) sit at 0 and 1.6 Å, so there is no inversion symmetry. Two electrons per cell interact through the Hartree potential; exchange and correlation are left out. The gap is 11.3 eV and the electronic dielectric constant is 1.589.

The moments were obtained in two ways: from the small-q behaviour of the primitive-cell response, and by displacing one ion in a 21-cell supercell and integrating. The values from q are:

Ion A: Z = 0.7336 e, Q⁽²⁾ = 0.2373 e Å, Q⁽³⁾ = −1.607 e Å²
Ion B: Z = −0.7336 e, Q⁽²⁾ = −0.0540 e Å, Q⁽³⁾ = −0.480 e Å²

The supercell moments agree to the digits shown. A Berry-phase calculation of the polarization also gives 0.7336 e for ion A. If both electrons followed A rigidly, its Born charge would be 2.5 − 2 = 0.5 e; the larger value shows that they do not.

Now take ion A at q = 0.2 Å⁻¹. The three terms are

−iqZ = −i(0.2)(0.7336) = −0.14672 i e/Å
−½q²Q⁽²⁾ = −½(0.04)(0.2373) = −0.00475 e/Å
(i/6)q³Q⁽³⁾ = (i/6)(0.008)(−1.607) = −0.00214 i e/Å.

Their sum, taken before rounding, is −0.00475 − 0.14887 i e/Å. The direct response at this q is −0.00470 − 0.14884 i e/Å. Relative to the magnitude of the direct response, the error is 3.5% with the Born charge alone, 1.4% with the quadrupole added, and 0.04% with the octupole.

The convention effects are visible too:

- With the macroscopic field present, the first-order coefficient of ion A is 0.7336/1.589 = 0.462 e.
- Gaussian removal with L = 1 Å, applied to the G = 0 term only, shifts its octupole by 6(0.589)(1)²(0.7336) ≈ 2.59 e Å², from −1.607 to 0.985 e Å². Even the sign changes. The restriction to G = 0 matters: at the shortest nonzero G, exp(−G²L²) ≈ 0.085, so the same factor applied at all wave vectors would also weaken the short-range kernel and change Z and Q⁽²⁾.
- For ion B, taking the phase at the cell origin turns the quadrupole into −0.054 + 2(1.6)(−0.7336) = −2.40 e Å. Most of this is the Born charge seen from a distant origin.

**11. Tensor components: CO**

One axis cannot show the tensor structure. For that, consider a lattice of CO molecules so dilute that they do not interact. Then f is the density derivative of an isolated molecule, and no field from other cells acts on it. The level is RHF with the def2-SVP basis, which omits electron correlation and uses a small basis; the numbers illustrate the tensors and are not converged predictions. Carbon is at the origin and oxygen on the positive z axis, at the computed bond length 1.107 Å.

Moments for carbon and oxygen, in that order:

Z_xx: 0.0229, −0.0229 e
Z_zz: 1.021, −1.021 e
Q⁽²⁾_xz,x: 0.457, −0.457 e Å
Q⁽²⁾_xx,z: 0.499, −0.499 e Å
Q⁽²⁾_zz,z: 1.489, 0.720 e Å
Q⁽³⁾_xxx,x: −3.32, −2.96 e Å²
Q⁽³⁾_zzz,z: −1.72, −4.81 e Å²

The small Z_xx has a simple origin. Moving oxygen sideways by u, with carbon fixed, rotates the molecule by the angle u/d, where d is the bond length; d itself changes only at second order. The dipole μ_z then acquires an x component μ_z u/d. With μ_z = −0.0253 e Å, this gives Z_xx = −0.0253/1.107 = −0.0229 e for oxygen, as found.

When the Born charge is small, the quadrupole can dominate. Move carbon along x and take q of length 0.2835 Å⁻¹ along (0.6, 0, 0.8), so that q_x = 0.170 and q_z = 0.227 Å⁻¹. The first-order term has magnitude

q_x Z_xx = (0.170)(0.0229) = 0.0039 e/Å.

In the second-order term, xz and zx both contribute and cancel the factor ½:

q_x q_z Q⁽²⁾_xz,x = (0.170)(0.227)(0.457) = 0.018 e/Å.

In this calculation the quadrupole term is more than four times the Born term; the ratio depends on the basis and falls to about 3 with def2-TZVP at the same bond length, mainly because the small dipole that sets Z_xx grows by about 30%, and partly because the quadrupole drops by about 11%. The third-order term is not negligible at this q either. With Q⁽³⁾_xzz,x = −1.34 e Å² at the def2-SVP level, (1/6)[q_x³ Q⁽³⁾_xxx,x + 3 q_x q_z² Q⁽³⁾_xzz,x] has magnitude 0.0086 e/Å, about half the quadrupole term and twice the Born term. Both must still lose to the Born term as q → 0, being of higher order.

The tensor series was tested against the Fourier transform of the density change for this oblique q and for twice its length. On doubling q the remainder grew by factors between 15.5 and 17.3, close to the 16 expected of a fourth-order term.

Translation of the molecule supplies another test. A shift u along z changes ∫ρz² at the rate 2∫ρz = 2μ_z. Summing over atoms, with z² = (z − τ)² + 2τ(z − τ) + τ² and no net charge in f,

Σ_κ (Q⁽²⁾_zz,z + 2τZ_zz) = 2μ_z.

The left side is 1.489 + 0.720 + 2(1.107)(−1.021) ≈ −0.05 e Å, and the right side is 2(−0.0253) ≈ −0.05 e Å.

**12. An octupole without charge transfer**

It is tempting to read every dynamical multipole as a sign of charge flowing between atoms. A rigid, neutral, spherical atom shows that this is wrong. Its density moves as a whole, so f = −∂ρ/∂x for a displacement along x. With the nucleus at the origin, integration by parts gives

Q⁽¹⁾_x,x = ∫ρ d³r = 0
Q⁽²⁾_xx,x = 2∫xρ d³r = 0
Q⁽³⁾_xxx,x = 3∫x²ρ d³r = ∫r²ρ d³r = −⟨r²⟩.

The third line uses spherical symmetry; ⟨r²⟩ is summed over the electrons, and the nucleus contributes nothing. For a free Be atom at the same level of theory, both the displacement derivative and −⟨r²⟩ are −4.98 e Å².

The octupoles listed for CO are also negative and of similar size. A rigid-atom contribution is a plausible reason, but the molecular response was not decomposed to establish it. An octupole of a few e Å² is therefore not by itself evidence of charge transfer. The numerical check covers the expansion, the sum rules and the convention changes used above.

Numbers as computed

```
MODEL CRYSTAL (one axis, Hartree only)
cell length 4.0 A, area 4.0 A^2, ion width 0.3 A
ion charges A, B: 2.5, -0.5 e; positions 0.0, 1.6 A
supercell 21 cells, displacement step 0.01 A
band gap 11.299 eV
electronic dielectric constant 1.5889
ion A Born charge: from q 0.7336, from moments 0.7336 e
ion A quadrupole: from q 0.2373, from moments 0.2373 e A
ion A octupole: from q -1.6071, from moments -1.6073 e A^2
ion B Born charge: from q -0.7336, from moments -0.7336 e
ion B quadrupole: from q -0.0540, from moments -0.0540 e A
ion B octupole: from q -0.4799, from moments -0.4800 e A^2
ion A Born charge, Berry phase 0.7336 e
sum of Born charges -6.7e-08 e
ion A first-order coefficient with field 0.4617 e
ion A octupole, Gaussian removal L=1.0 A: 0.9853 e A^2
its shift: computed 2.5924, predicted 2.5924 e A^2
ion B quadrupole, phase at cell origin -2.4016 e A
ion A at q = 0.20 1/A, N(q) in e/A:
  direct response   -0.004697 -0.148841 i
  series to order 1 0.000000 -0.146724 i
  series to order 2 -0.004746 -0.146724 i
  series to order 3 -0.004746 -0.148867 i
CO, RHF/def2-SVP, C at origin, O on +z
bond length 1.1068 A
dipole along z -0.0253 e A
Born charge x,x: C 0.0229, O -0.0229 e
Born charge z,z: C 1.0209, O -1.0209 e
quadrupole xz,x: C 0.4574, O -0.4574 e A
quadrupole xx,z: C 0.4990, O -0.4990 e A
quadrupole zz,z: C 1.4889, O 0.7203 e A
octupole xxx,x: C -3.3227, O -2.9616 e A^2
octupole zzz,z: C -1.7154, O -4.8113 e A^2
quadrupole sum rule: sum -0.0506, twice dipole -0.0505 e A
|q| tested 0.2835 and 0.5669 1/A, direction (0.6, 0, 0.8)
remainder growth on doubling q (C x, C z, O x, O z): 17.3, 15.6, 15.5, 16.9
Be atom: octupole xxx,x -4.9784, minus <r^2> -4.9784 e A^2
```
